# Why a Kelvin cross overestimates contact resistivity

A square contact, 1000 nm on a side and with a contact resistivity of $1.0\times10^{-8}$ ohm cm², has a resistance of 1.00 ohm. Placed in a Kelvin cross whose conducting sheet extends 250 nm beyond the contact on every side, it gives a calculated reading of 6.08 ohm. The tap carries no net current, so its own series resistance cannot supply the missing 5.08 ohm. The question is which voltage the tap reads.

## The model and the ideal reading

The sheet has sheet resistance $R_s$. It fills the square $0<x<W$, $0<y<W$, a feed arm at $x<0$ and a tap arm at $y>W$, both of width $W$. The edges at $x=W$ and $y=0$ are insulating. The contact is a centred square of side $L=W-2\delta$, so $\delta$ is the overhang. The metal above it is a perfect conductor at $V=0$. Current $I$ enters through the feed and leaves through the metal. The tap reads $V_K$, and the Kelvin resistance is $R_K=V_K/I$.

The algebra is in atomic units, $\hbar=m_e=e=1$, where resistance is measured in $\hbar/e^2$. No other constant enters, so the equations have the same form in ohms.

The sheet current per unit length is $\mathbf K=-\nabla V/R_s$. Under the contact a current density $V/\rho$ leaves for the metal, $\rho$ being the contact resistivity, so $\nabla\cdot\mathbf K=-V/\rho$ and

$$\nabla^2V=\frac{V}{\lambda^2}\ \text{(under the contact)},\qquad \nabla^2V=0\ \text{(elsewhere)},\qquad \lambda=\sqrt{\rho/R_s}.$$

The transfer length $\lambda$ is the distance over which current moves from sheet to metal. In the example $R_s=100$ ohm per square, so $\lambda=100$ nm.

All the current leaves through the contact area $A=L^2$. Hence $I=\int V\,dA/\rho$, or

$$\langle V\rangle_{\rm contact}=I\rho/A .$$

The ideal reading is the mean sheet potential under the contact. The parasitic voltage is therefore $V_K-\langle V\rangle_{\rm contact}$: the tap samples the potential in the wrong place.

## What the tap reads

Let $u(y)=W^{-1}\int_0^W V\,dx$ be the average across the tap's width. In the tap arm its slope is $-R_s/W$ times the net current, which is zero. So $u$ is constant there, and $V_K=u(W)$, the average over the tap mouth.

Now go down from the mouth to the contact edge facing it, $y_e=W-\delta$. In this strip there is no sink, and $V_{yy}=-V_{xx}$. Integrating over $x$, with $V_x=0$ at $x=W$, gives

$$W u''=-\int_0^W V_{xx}\,dx=V_x(0,y)=-R_s\,j(y),$$

where $j(y)$ is the current per unit length entering from the feed. Since $u'(W)=0$,

$$u'(y)=\frac{R_s}{W}\int_y^W j(y')\,dy'.$$

The integral is the current that entered above height $y$. It must all flow down across that line, because it cannot leave through the tap. Integrating again from $y_e$ to $W$ and exchanging the order of integration,

$$V_K=u(y_e)+\frac{R_s}{W}\int_{y_e}^{W} j(y)\,(y-y_e)\,dy .$$

This is exact within the model. Current that enters beside the contact has to turn sideways to reach it, and its ohmic drop puts the tap mouth above the contact edge. The edge line itself is also higher than the contact average, since it includes the front overhang and the crowded rim of the contact.

## Weighing the contributions

Take $\lambda\ll\delta\ll W$ and, as a first estimate, a uniform feed $j=I/W$.

**Side overhang.** The integral gives $(R_s/W)(I/W)\,\delta^2/2$. In resistance this is $R_s/W^2$ times $\delta^2/2$.

**Front overhang.** Just inside a long straight edge, $V=V_0e^{-s/\lambda}$ at depth $s$. The entering current per unit length is $V_0/(R_s\lambda)$. For the front edge this equals $I/W$, so $V_0=R_sI\lambda/W$. In the overhang the potential rises linearly towards the feed, $V=(R_sI/W)(\lambda+\delta-x)$. Its contribution to $u(y_e)$ is

$$\frac1W\int_0^\delta V\,dx=\frac{R_sI}{W^2}\left(\delta\lambda+\frac{\delta^2}{2}\right).$$

**Contact edge.** The current from the front contributes $W^{-1}\int V_0e^{-s/\lambda}ds=R_sI\lambda^2/W^2$. The current $I\delta/W$ from the side overhang enters through the tap-side edge. There the edge potential is $R_s\lambda$ times the entering current per unit length, so its integral along the edge is $R_s\lambda I\delta/W$, which adds $R_sI\delta\lambda/W^2$.

The three parts sum to

$$R_K\approx\frac{R_s}{W^2}(\delta+\lambda)^2 .$$

For $L\approx W$ the term $\lambda^2$ is the ideal reading, $\rho/A=R_s\lambda^2/L^2$. The terms containing $\delta$ are parasitic.

In the example $W=1500$ nm. A numerical solution of the whole cross on a 12.5 nm grid, good to about 0.2 % in the total, split by the exact identity, gives:

| Part | Estimate (ohm) | Full cross (ohm) |
|---|---|---|
| side overhang | 1.39 | 1.60 |
| front overhang | 2.50 | 2.78 |
| contact edge | 1.56 | 1.50 |
| back overhang | neglected | 0.20 |

The front overhang weighs most, although the tap is at the side: the tap averages over its full width, including the part nearest the feed.

The side part exceeds its estimate for a visible reason. A uniform feed would send $\delta/W=16.7\,\%$ of the current into the band beside the contact, but the solution sends 17.7 %. Inverting the identity, its mean distance from the contact edge is $1.602\times1500/(100\times0.177)\approx136$ nm, against 125 nm for a uniform feed. The current leans towards the inner corner of the cross. Near such a corner, where the sheet fills 270°, the potential varies as $r^{2/3}$ and the current density as $r^{-1/3}$. Of the 17.7 %, a net 15.5 % crosses the tap-side edge of the contact; the rest passes down through the front and back overhangs.

## The corner solved exactly

The estimate misses this crowding at the corners. For a perfect contact, $\lambda\to0$, and $\delta\ll W$, it can be found exactly.

Put the origin of $z=x+iy$ at the contact corner nearest both feed and tap. On the scale of $\delta$, the contact fills $x>0,\ y<0$, and the missing sheet fills $x<-\delta,\ y>\delta$. Map the upper half of a $\zeta$ plane onto the sheet, with the contact edge on $\zeta<0$, the insulating edge on $\zeta>0$, the corners at $\zeta=-1$ and $\zeta=1$, the far tap at $\zeta=0$ and the far feed at $\zeta=\infty$. Each 270° corner gives an exponent $\tfrac12$ in the Schwarz–Christoffel formula. The far tap is a quarter plane, so $z\propto\zeta^{-1/2}$ there, which gives $-\tfrac32$:

$$\frac{dz}{d\zeta}=-c\,(\zeta^2-1)^{1/2}\zeta^{-3/2},\qquad c>0 .$$

The sign makes $z$ run towards the feed, $x\to-\infty$, as $\zeta\to+\infty$. The potential is $V=B\,{\rm Re}\sqrt\zeta$: it vanishes on $\zeta<0$ and has no normal derivative on $\zeta>0$.

Far down the feed $z\approx-2c\sqrt\zeta$, so $V\approx-Bx/(2c)$. The field there must be $E=R_sI/W$, hence $B=2cE$. Near $\zeta=0$ the factor $(\zeta^2-1)^{1/2}$ tends to $i$. Then $z\approx2ic/\sqrt\zeta$, and

$$V\approx2cE\,{\rm Re}\frac{2ic}{z}=4c^2E\,\frac{y}{x^2+y^2}.$$

The tap sees a dipole at the corner. Its integral across the width, at a height well above $\delta$ and well below $W$, is $4c^2E\cdot\pi/2$, so $WV_K=2\pi c^2E$.

The constant $c$ follows from the distance $\sqrt2\,\delta$ between the two corners. On the arc $\zeta=e^{i\theta}$ we have $\zeta^2-1=2i\sin\theta\,e^{i\theta}$. The phase of $dz/d\theta$ is then constant, so the path in $z$ is straight, and

$$\sqrt2\,\delta=c\int_0^\pi\sqrt{2\sin\theta}\,d\theta .$$

With $t=\sin^2\theta$, the integral of $\sqrt{\sin\theta}$ becomes $\int_0^1t^{-1/4}(1-t)^{-1/2}dt=\sqrt\pi\,\Gamma(\tfrac34)/\Gamma(\tfrac54)$. Therefore

$$R_K\to\kappa R_s\frac{\delta^2}{W^2},\qquad \kappa=\frac{2\,\Gamma(5/4)^2}{\Gamma(3/4)^2}=1.094 .$$

Corner crowding adds 9 % to the elementary estimate. The full cross with a perfect contact gives 1.140 at $\delta/W=0.2$ and 1.105 at 0.1. The difference from $\kappa$ falls about fourfold as $\delta/W$ is halved, and extrapolation on that basis gives 1.093.

## A contact of small but finite resistivity

Let $\Psi$ be the potential when the same current $I$ enters through the tap, the feed is idle and the contact is perfect. Green's identity for $V$ and $\Psi$ in the sheet outside the contact gives

$$V_K=\Psi_{\rm feed}+\frac1{R_sI}\oint V\,\partial_n\Psi\,ds ,$$

where the integral follows the contact edge and $n$ points out into the sheet. For a perfect contact the integral vanishes, so $\Psi_{\rm feed}$ is the tap voltage at $\rho=0$. Both $V$ and $\partial_n\Psi$ are non-negative on the edge. Within the model, then, the reading cannot fall below its perfect-contact value, whatever $\rho$ is.

For small $\lambda$ the decay law gives $V=\lambda\,\partial_nV$ on the edge. This is the first-order effect of moving a perfect edge inward by $\lambda$. At the contact corner both normal derivatives grow as $r^{-1/3}$, but their product is integrable, and the region $r\lesssim\lambda$, where the decay law fails, contributes at order $\lambda^{4/3}$. To first order in $\lambda/\delta$, $\delta$ is thus replaced by $\delta+\lambda$:

$$R_K\approx\kappa R_s\frac{(\delta+\lambda)^2}{W^2},\qquad
\frac{\rho_{\rm app}}{\rho}=\frac{R_KA}{\rho}\approx\kappa\left(1+\frac\delta\lambda\right)^2\frac{L^2}{W^2}.$$

Keeping $\lambda^2$ in the square is an interpolation. At $\delta/W=0.05$ the full solution is about 0.99, 0.97 and 0.96 times the formula for $\lambda/\delta=0.25$, 0.5 and 1.

In the example the formula gives $1.094\times100\times(350/1500)^2=5.96$ ohm, 2 % below the full result of 6.08 ohm. The apparent resistivity is $6.08\times10^{-8}$ ohm cm², six times the true one. The parasitic resistance, 5.08 ohm, is $1.24\times10^{-3}\,\hbar/e^2$.

## The opposite limit: a resistive contact

When $\lambda\gg L$ the current leaves uniformly, with density $I/L^2$. Assume also a uniform feed, and replace the tap by an insulating edge that only averages the potential. Write $V=v(x)+u(y)-\bar V+w(x,y)$, where $v$ and $u$ are averages over $y$ and $x$, $\bar V$ is the mean over the square, and $w$ averages to zero along every line parallel to the sides. Then

$$V_K-\langle V\rangle_{\rm contact}=[u(W)-\langle u\rangle]+[\bar V-\langle v\rangle]-\langle w\rangle ,$$

with angle brackets for contact averages.

*Side term.* In the rows of the contact $Wu''=R_sI(1/L-1/W)$, so $u''=2\delta R_sI/(LW^2)$. With $t$ measured from the centre, $u$ varies as $\delta R_sI\,t^2/(LW^2)$. Its edge value exceeds its contact mean by $(\delta R_sI/LW^2)(L^2/4-L^2/12)=R_sI\,\delta L/(6W^2)$. The overhang adds $R_sI\,\delta^2/(2W^2)$ as before.

*Front term.* In units of $R_sI$, set $v=0$ behind the contact. At distance $\xi$ from the contact's back edge $v=\xi^2/(2LW)$, with contact mean $L/(6W)$. In the front overhang $v$ rises from $L/(2W)$ with slope $1/W$. Hence

$$\bar V-\langle v\rangle=\frac1{W^2}\left[\frac{L^2}{6}+\frac{\delta L}{2}+\frac{\delta^2}{2}-\frac{L(L+2\delta)}{6}\right]=\frac1{W^2}\left[\frac{\delta L}{6}+\frac{\delta^2}{2}\right],$$

equal to the side term.

*Mixed term.* Multiplying the equation for $w$ by $w$ and integrating gives $R_sI\langle w\rangle=-\int|\nabla w|^2dA\le0$. This term can only raise the reading. Altogether

$$R_K-\frac\rho A\ \ge\ R_s\frac{\delta(L+3\delta)}{3W^2}.$$

The excess is positive and independent of $\rho$, so its relative weight vanishes as $\rho$ grows. For the example's geometry the right side is 6.5 ohm.

The full cross, with geometry and $R_s$ held fixed, shows the passage between the limits:

| True $\rho$ (ohm cm²) | Apparent / true |
|---|---|
| $10^{-6}$ | 1.08 |
| $10^{-7}$ | 1.68 |
| $10^{-8}$ | 6.08 |
| $10^{-9}$ | 39.6 |

From the first row to the last the ideal resistance falls from 100 to 0.1 ohm, a factor of 1000, while the excess falls only from about 7.5 to 3.9 ohm. The better the contact, the more the reading describes the sheet. Its floor is $3.13\times10^{-8}$ ohm cm², so about four fifths of the last reading would remain even with a perfect contact.

## What remains without an overhang

With $L$, $\rho$ and $R_s$ fixed, overhangs of 250, 125 and 0 nm give ratios of 6.08, 3.48 and about 1.06. The last is not 1, because the tap is itself sheet outside the contact. If at $\delta=0$ the tap is replaced by an averaging edge, a uniform feed makes $V$ depend on $x$ alone. The edge average then equals the contact average, and the computed ratio is 1.000000. The remaining excess of about 6 % therefore comes from opening the tap: current can enter it near the front and return further back, with no net flow. Most of the error in the example belongs to the overhang.

## Recovering the true value

Solving the formula for $\lambda$ gives

$$\rho=R_s\left(W\sqrt{\frac{R_K}{\kappa R_s}}-\delta\right)^2 .$$

Applied to the full result it returns $1.07\times10^{-8}$ ohm cm², 7 % too high, although the formula for $R_K$ was only 2 % off. The reason is that $d\ln R_K/d\ln\rho=\lambda/(\delta+\lambda)=0.29$, so relative errors in $R_K$ are multiplied by about 3.5.

Alignment matters more. Moving the contact 50 nm away from the inner corner on both axes changes $R_K$ by +29 %; moving it 50 nm towards that corner changes it by −26 %. If the nominal overhang is still used, the inversion gives about $2.3\times10^{-8}$ and $0.30\times10^{-8}$ ohm cm². A correction for the overhang is then no better than the knowledge of where the contact lies.

## The example beside a real contact

The parameters are round values in the rough regime of a metal contact to a shallow, heavily doped n-type silicon layer, here 50 nm deep. The 1000 nm contact belongs to a test structure; contacts in advanced transistors are far smaller. For a rough mobility of 80 cm²/Vs the carrier density is $1.6\times10^{20}$ cm⁻³ and the mean free path about 5 nm. That mobility is on the high side for such doping; a value near 60 cm²/Vs, more typical of phosphorus, gives about $2\times10^{20}$ cm⁻³ and 4 nm. Either way the path is short compared with $\lambda$, so a local Ohm's law is reasonable.

Real contacts break the assumption of a uniform sheet, because forming them can consume silicon. Losing 10 nm of a uniformly doped layer under the contact, at fixed $\rho$, raises $R_K$ by 4 %. A layer doped most heavily at its surface would lose more of its conductance.

The sheet also has thickness $d$. Vertical current grows linearly from zero at the bottom to its full density at the top, which adds about $R_sd^2/3$ to $\rho$ as long as $d$ is small against $\lambda$. This is 8 % of $\rho$, or by the sensitivity above some 2 % of $R_K$. For the $10^{-9}$ ohm cm² row of the earlier table $\lambda$ is about 32 nm, less than $d$, so the estimate (nominally 83 % of $\rho$) shows only that the correction is comparable with $\rho$ itself; that row describes an ideal thin sheet of the same $R_s$, not this 50 nm layer. One square of metal at 0.1 ohm amounts to 1.6 % of $R_K$. At 100 µA and 300 K the largest contact voltage is about 1 mV, against $kT/e=25.9$ mV, which supports a linear contact law, and the estimated heating is about 2 mK. For these numbers misalignment is the largest of the neglected effects that were sized. The values behind these comparisons are in the numerical output below.

## Computed results

```
corner factor kappa, closed form: 1.0942
corner factor, full cross extrapolated: 1.0933
same at overhang/width 0.2 and 0.1: 1.1399, 1.1050
transfer/overhang 0.25: numeric/formula 0.990
transfer/overhang 0.50: numeric/formula 0.974
transfer/overhang 1.00: numeric/formula 0.962
sheet resistance: 100 ohm per square
true contact resistivity: 1.0e-08 ohm cm2
contact side, overhang: 1000, 250 nm
arm width, transfer length: 1500, 100.0 nm
cell size of main grid: 12.5 nm
ideal resistance: 1.000 ohm
mean contact voltage / current: 1.000 ohm
Kelvin resistance, full cross: 6.079 ohm
Kelvin resistance, formula: 5.957 ohm
change on doubling the cell: 0.02 %
parasitic resistance: 5.079 ohm
parasitic resistance: 1.236e-03 hbar/e2
apparent resistivity: 6.079e-08 ohm cm2
parasitic voltage: 0.508 mV
part, side overhang: 1.602 ohm
part, front overhang: 2.778 ohm
part, contact edge: 1.500 ohm
part, back overhang: 0.199 ohm
estimate, side overhang: 1.389 ohm
estimate, front overhang: 2.500 ohm
estimate, contact edge: 1.556 ohm
current entering beside contact, tap side: 17.7 %
current crossing tap-side contact edge: 15.5 %
true 1e-06, apparent 1.075e-06 ohm cm2, ratio 1.08
true 1e-07, apparent 1.679e-07 ohm cm2, ratio 1.68
true 1e-08, apparent 6.079e-08 ohm cm2, ratio 6.08
true 1e-09, apparent 3.963e-08 ohm cm2, ratio 39.63
apparent floor, perfect contact: 3.127e-08 ohm cm2
overhang 0 nm: apparent/true 1.056
overhang 125 nm: apparent/true 3.479
overhang 250 nm: apparent/true 6.079
no overhang, averaging edge for tap: ratio 1.000000
resistivity from inverted formula: 1.07e-08 ohm cm2
misalignment on each axis: 50 nm
R_K change, away from / toward inner corner: +29.3, -25.7 %
layer depth, silicon consumed: 50, 10 nm
R_K change from consumed silicon: +4.3 %
vertical resistance / contact resistivity: 8.3 %
one metal square / R_K: 1.6 % (metal 0.1 ohm per square)
feed current, temperature: 100 uA, 300 K
peak contact voltage, kT/e: 0.986, 25.85 mV
peak contact current density: 9.86e+04 A/cm2
heating, one sheet square: 2.22 mK (silicon 150 W/(m K))
mobility, carrier density: 80 cm2/Vs, 1.56e+20 cm-3
mean free path: 4.8 nm
```
